# DIIS for Kramers-restricted Dirac-Fock with a quaternion commutator error

## What time reversal allows

Time reversal \(\mathcal T\) is antilinear: \(\mathcal T c=c^*\mathcal T\) for a number \(c\). Suppose that several Fock matrices obey \(\mathcal TF_i\mathcal T^{-1}=F_i\), and that an extrapolation forms \(\bar F=\sum_i c_iF_i\) with \(\sum_ic_i=1\). Then

\[
\mathcal T\bar F\mathcal T^{-1}=\sum_i c_i^*F_i,\qquad
\mathcal T\bar F\mathcal T^{-1}-\bar F=-2i\sum_i(\operatorname{Im}c_i)F_i .
\]

Real coefficients therefore preserve the symmetry, and complex ones break it unless the last sum vanishes. Since \(F_i^\dagger=F_i\), also \(\bar F^\dagger=\sum_ic_i^*F_i\), so the same condition protects Hermiticity. The scheme needs an error vector and an inner product whose least-squares problem has real coefficients.

The setting is closed-shell Dirac-Coulomb Hartree-Fock without a magnetic field, in Hartree atomic units. Each real scalar function \(\phi\) is used with spin up and spin down. Restricted kinetic balance supplies the small-component functions \(\boldsymbol\sigma\cdot\mathbf p\,\phi/(2c)\), where \(c\) is here the speed of light. On spinors \(\mathcal T=-i\sigma_yK_0\), with \(K_0\) complex conjugation. It reverses both \(\boldsymbol\sigma\) and \(\mathbf p\), so it commutes with \(\boldsymbol\sigma\cdot\mathbf p\) and acts alike on large and small coefficients. With all spin-up coefficients in \(a\) and all spin-down ones in \(b\),

\[
\mathcal T\binom ab=\binom{-b^*}{a^*}.
\]

Let \(M\) have blocks \(A,B\) in its first row and \(C,G\) in its second. Then

\[
M\mathcal T\binom ab=\binom{-Ab^*+Ba^*}{-Cb^*+Ga^*},\qquad
\mathcal TM\binom ab=\binom{-C^*a^*-G^*b^*}{A^*a^*+B^*b^*}.
\]

Equality for all \(a,b\) requires \(C=-B^*\) and \(G=A^*\):

\[
M=\begin{pmatrix}A&B\\-B^*&A^*\end{pmatrix}\quad\longleftrightarrow\quad A+Bj .
\]

The quaternion unit \(j\) obeys \(j^2=-1\) and \(jB=B^*j\). Moving \(j\) to the right gives

\[
(A_1+B_1j)(A_2+B_2j)=(A_1A_2-B_1B_2^*)+(A_1B_2+B_1A_2^*)j ,
\]

which is the first block row of the complex matrix product. Also \((A+Bj)^\dagger=A^\dagger-B^Tj\). The parts \(\operatorname{Re}A,\operatorname{Im}A,\operatorname{Re}B,\operatorname{Im}B\) multiply \(1,i\sigma_z,i\sigma_y,i\sigma_x\). The first is spin-free and the other three carry spin-orbit coupling.

## The error that has to vanish

Comparing successive densities measures the length of a step, which can be small because of damping. The stationarity condition is a better error.

Let \(S\) be the overlap matrix, \(V=S^{-1/2}\), and \(D\) the density matrix. Here \(S\) is real and the same for both spins. In the orthonormal basis the Fock matrix is \(VFV\) and the occupied projector is \(P=V^{-1}DV^{-1}\). Because \(VSV=1\),

\[
VFDSV=(VFV)(V^{-1}DV^{-1})(VSV)=(VFV)P .
\]

Subtracting the adjoint, and from here on writing \(F\) for \(VFV\), gives

\[
e=V(FDS-SDF)V\;\longrightarrow\; e=[F,P],\qquad e^\dagger=-e .
\]

Occupying \(u\) and \(\mathcal Tu\) together makes \(P\) invariant under \(\mathcal T\). The one-electron operator is invariant, and the Coulomb and exchange operators of a transformed density are the transformed operators. Hence \(F\) and \(e\) are quaternion matrices too.

To see what \(e\) measures, rotate the orbitals by \(P(t)=e^{tK}Pe^{-tK}\) with \(K^\dagger=-K\), so that \(dP/dt=[K,P]\) at \(t=0\). The energy is \(\mathcal E=\operatorname{Tr}(Ph)+\tfrac12\operatorname{Tr}(PG[P])\) plus the nuclear repulsion, with \(F=h+G[P]\). The map \(G\) is linear and satisfies \(\operatorname{Tr}(PG[P'])=\operatorname{Tr}(P'G[P])\), so the two variations of the second term are equal and \(d\mathcal E=\operatorname{Tr}(F\,dP)\). Cyclic permutation gives

\[
\frac{d\mathcal E}{dt}=\operatorname{Tr}(FKP-FPK)
=\operatorname{Tr}\big(K(PF-FP)\big)=-\operatorname{Tr}(Ke)=\operatorname{Tr}(K^\dagger e).
\]

Here Tr is the trace of the \(2n\times2n\) complex matrix. The commutator is thus the orbital gradient, and it vanishes at self-consistency.

## Which trace gives a real problem

For a quaternion matrix \(x=A+Bj\), the complex trace is

\[
\operatorname{Tr}x=\operatorname{tr}A+\operatorname{tr}A^*=2\operatorname{Re}\operatorname{tr}A .
\]

This suggests the inner product and the DIIS matrix

\[
\langle x,y\rangle=\operatorname{Re}\operatorname{tr}_Q(x^\dagger y)=\tfrac12\operatorname{Tr}(x^\dagger y),\qquad
B_{ij}=\langle e_i,e_j\rangle .
\]

The matrix \(B_{ij}\) is real and symmetric. It is positive semidefinite because \(\sum_{ij}a_ia_jB_{ij}=\|\sum_ia_ie_i\|^2\) for real \(a_i\). A naive implementation that stores \(A\) and \(B\) and sums only the first diagonal block of \(x^\dagger y\) keeps \(\operatorname{tr}A\), which may be complex. A random time-reversal-invariant pair of commutators gave \(25.883-5.046i\) for this half trace. The real part has to be taken.

Time reversal is not the only possible reason for a real \(B\). For any anti-Hermitian complex matrices,

\[
[\operatorname{Tr}(e_i^\dagger e_j)]^*=\operatorname{Tr}(e_j^\dagger e_i)
=-\operatorname{Tr}(e_je_i)=-\operatorname{Tr}(e_ie_j)=\operatorname{Tr}(e_i^\dagger e_j).
\]

So the full commutator gives a real trace even without Kramers symmetry. This argument fails for a single rectangular block, which is not anti-Hermitian; there time reversal does the work.

Now let the coefficients be complex, \(c=a+ib\), with \(\sum_ia_i=1\) and \(\sum_ib_i=0\). Then

\[
c^\dagger Bc=a^TBa+b^TBb+i(a^TBb-b^TBa)=a^TBa+b^TBb ,
\]

since \(B\) is symmetric. The second term is nonnegative, so \(b=0\) is a minimizer, and the unique one if \(B\) is nonsingular. Differentiating \(\tfrac12a^TBa-\lambda(\mathbf1^Ta-1)\) gives \(Ba=\lambda\mathbf1\), and the constraint fixes \(\lambda\):

\[
a=\frac{B^{-1}\mathbf1}{\mathbf1^TB^{-1}\mathbf1},\qquad
\lambda=\frac1{\mathbf1^TB^{-1}\mathbf1}=a^TBa .
\]

The least mixed error has norm \(\sqrt\lambda\). Errors of very different size make \(B\) badly scaled, so one solves with \(B_{ij}/\sqrt{B_{ii}B_{jj}}\) and scales back. If the errors are linearly dependent, the inverse does not exist and this formula cannot be used; dropping vectors until the rest are independent is one remedy.

## Why a linear mixture of commutators helps

The mixture \(\sum_ia_ie_i\) is not the commutator of the mixed matrices. Put \(\bar P=\sum_ia_iP_i\). Using \(\sum_ia_i=1\) and expanding the right-hand side,

\[
\sum_ia_i[F_i,P_i]-[\bar F,\bar P]
=\tfrac12\sum_{ij}a_ia_j[F_i-F_j,P_i-P_j].
\]

In the same way, using \(P_i^2=P_i\),

\[
\bar P^2-\bar P=-\tfrac12\sum_{ij}a_ia_j(P_i-P_j)^2 .
\]

Both defects are of second order in the differences between iterations. Since \(F_i=h+G[P_i]\) with \(G\) linear and \(\sum_ia_i=1\), also \(\bar F=h+G[\bar P]\), so \(\bar F\) is the Fock matrix that belongs to \(\bar P\). Near a solution, with coefficients of moderate size, a small mixed error means a nearly self-consistent \(\bar F\). Far from it, no such conclusion follows. DIIS seeks a stationary point, and here every iterate is time-reversal invariant, so it cannot reach a solution that breaks Kramers symmetry.

## Restriction to occupied-virtual blocks

With \(Q=1-P\),

\[
FP=PFP+QFP,\quad PF=PFP+PFQ,\quad e=QFP-PFQ .
\]

The occupied-occupied and virtual-virtual blocks of \(e\) vanish in the frame of its own \(P\). The two remaining blocks are adjoints up to sign, so \(\|e\|^2=2\|QFP\|^2\), and one block suffices.

The naive restriction stores \(U_v^\dagger eU_o\) at each iteration, with that iteration's orbitals \(U_o,U_v\), and then takes inner products between iterations. But the members of a Kramers pair are defined only up to multiplication of the quaternion orbital by a unit quaternion. Under such changes the block becomes \(q_v^\dagger Xq_o\), with diagonal \(q_v,q_o\). Its norm is unchanged, but its overlap with a block from another iteration is not.

The cure is one common frame, that of the newest iteration \(m\):

\[
X_i=Q_me_iP_m,\qquad
B^{\rm ov}_{ij}=\operatorname{Re}\operatorname{tr}_Q(X_i^\dagger X_j).
\]

These projectors do not depend on the choice of partners. Splitting the full inner product into blocks gives

\[
B_{ij}=2B^{\rm ov}_{ij}+\langle P_me_iP_m,P_me_jP_m\rangle+\langle Q_me_iQ_m,Q_me_jQ_m\rangle .
\]

The last two terms vanish if \(i=m\) or \(j=m\), because \(e_m\) has no diagonal blocks. Only overlaps among older errors are approximated. The common factor 2 cancels from the coefficients.

The loss can be bounded. With \(\delta=P_m-P_i\), and \(P_ie_iP_i=0\),

\[
P_me_iP_m=P_me_iP_m-P_ie_iP_i=\delta e_iP_m+P_ie_i\delta .
\]

Its norm is at most \(2\|\delta\|_2\|e_i\|\), where \(\|\delta\|_2\) is the largest singular value. The virtual block has the same bound, since \(Q\) changes by \(-\delta\). Together,

\[
\|e_i^{\rm lost}\|\le2\sqrt2\,\|P_m-P_i\|_2\,\|e_i\| .
\]

A fixed reference frame \(P_r\) is a second possibility. It avoids transforming old errors, but the newest error then also loses something. The same bound shows when this is safe: if the projected error is zero, then \(\|e\|=\|e^{\rm lost}\|\le2\sqrt2\|P_r-P\|_2\|e\|\), which forces \(e=0\) when \(\|P_r-P\|_2<1/(2\sqrt2)\approx0.35\).

## Negative-energy orbitals are virtual too

Here \(Q\) contains the empty positive-energy orbitals and all negative-energy orbitals. To see what omitting the latter can hide, take a converged solution and rotate an occupied pair of energy \(\varepsilon_o\) by an angle \(\theta\) into a negative-energy pair of energy \(\varepsilon_n\). The energy is quadratic in \(P\), so

\[
\Delta\mathcal E=\operatorname{Tr}(F\,\delta P)+\tfrac12\operatorname{Tr}(\delta P\,G[\delta P]),\qquad
\operatorname{Tr}(F\,\delta P)=-2\sin^2\!\theta\,(\varepsilon_o-\varepsilon_n).
\]

The factor 2 counts the two partners. The gap is about \(2c^2\), so when it dominates the two-electron term the energy falls as \(-2\theta^2(\varepsilon_o-\varepsilon_n)\). The solution is not an energy minimum, and a lower energy is no sign of progress. With \(F\) frozen, the occupied-negative element is \(\sin\theta\cos\theta\,(\varepsilon_o-\varepsilon_n)\) in magnitude, while the occupied-positive block stays zero.

## The resulting cycle

1. Diagonalize the current \(F\) as a \(2n\times2n\) complex matrix. Skip the \(n\) negative-energy levels and occupy the lowest positive-energy Kramers pairs.
2. Build \(P_m\), then the new \(F_m\) and \(e_m=[F_m,P_m]\). Stop if the full \(\|e_m\|\) is below the threshold.
3. Form \(X_i=Q_me_iP_m\) for the stored errors and solve for the real \(a_i\).
4. Diagonalize \(\bar F=\sum_ia_iF_i\) next.

If Kramers symmetry is given up, the rectangular-block trace may be complex. The real part must then be taken explicitly, since \(\bar F\) must still be Hermitian.

## Hydrogen sulfide as an example

The numerical output below is for H₂S with bonds of 1.34 Å and an angle of 92°, in the 3-21G basis with point nuclei. There are \(n=34\) quaternion functions, 9 occupied pairs, 8 positive-energy virtual pairs and 17 negative-energy pairs. One block therefore has \(25\times9=225\) quaternion entries, against \(34^2=1156\) in the full matrix.

The spin-free part of the first error has norm 0.1296 hartree, and the three spin-dependent parts have norms near \(1.3\times10^{-3}\) hartree. Small as they are, they exceed the stopping threshold of \(10^{-7}\) hartree by four orders of magnitude. A finite-difference test of the gradient along one mixed direction, with \(K\) scaled to \(\|K\|=1\), gave \(d\mathcal E/dt=0.2207957\) hartree, as did the commutator formula.

After three iterations the full matrix, in units of \(10^{-5}\) hartree², is

\[
B=\begin{pmatrix}1680.306&42.1458&52.0815\\42.1458&75.5603&-3.2588\\52.0815&-3.2588&4.87942\end{pmatrix},
\]

with \(a=(-0.029750,\,0.092974,\,0.936776)\). The third row checks \(Ba=\lambda\mathbf1\):

\[
52.0815(-0.029750)-3.2588(0.092974)+4.87942(0.936776)=2.719 .
\]

Hence \(\sqrt\lambda=\sqrt{2.719\times10^{-5}}=5.21\times10^{-3}\) hartree, against \(\sqrt{4.8794\times10^{-5}}=6.99\times10^{-3}\) for the newest error alone. The error found after the next diagonalization is smaller still, \(1.47\times10^{-3}\) hartree. The restricted scheme gives \((-0.029769,\,0.092974,\,0.936795)\). A fit that allowed complex coefficients returned the real ones to rounding. Adding \(0.1i\,(1,-1,0)\) by hand produced a time-reversal violation in \(\bar F\) whose Frobenius norm, taken over the full \(2n\times2n\) complex matrix, is 0.067 hartree.

The common frame matters from the start. The cosine between the first two errors is 0.1183 there, whichever Kramers partners are chosen. With separate frames it was 0.0601, and 0.0087 after the partners of the first iteration were turned. When the first error was projected into the second frame, the discarded part had a norm 2.1% of that of the whole error, within the bound \(2\sqrt2\times0.0820=23\%\). For the fifth error in the sixth frame the loss was 0.0037%, with a bound of 0.047%.

Plain iteration needed 17 cycles, and both the full and the restricted DIIS, each keeping at most the eight latest errors, needed 10. All runs agree on \(-397.69399\) hartree. Ignoring negative-energy orbitals in the extrapolation also gave 10 cycles here. In the iterations examined (1, 2, 3, 5 and 8), the occupied-negative part of the error was less than 3% of the occupied-positive part, so it adds less than 0.1% to the squared norms. The coefficients respond more strongly: leaving it out changed them by up to 0.05 at iteration 8, where the largest was 1.5, yet the number of cycles stayed the same. Each diagonalization also keeps the occupied-negative mixing small, since its first-order angle is a Fock-matrix element divided by about \(2c^2\). That run still used the full error as its stopping test.

The need for that test shows in the rotation of the highest occupied pair by \(\theta=10^{-4}\) into the highest negative-energy pair. The gap is 37557.56 hartree, so the predicted change is \(-2\times10^{-8}\times37557.56=-7.5115\times10^{-4}\) hartree; the computed change is \(-7.5116\times10^{-4}\). The full error rises to 5.31 hartree. Its occupied-positive part is only \(7.7\times10^{-8}\) hartree, and this includes the error of \(5.4\times10^{-8}\) hartree left in the converged solution before the rotation. The value shifts by about \(10^{-8}\) hartree with the choice of Kramers partners. That part alone would pass the threshold although the state is not self-consistent.

The energy lies 0.990 hartree (26.9 eV) below nonrelativistic Hartree-Fock in the same scalar basis. That basis was contracted for nonrelativistic atoms, and the shift is not converged with respect to it: in 6-31G it is about 1.1 hartree, some 0.1 hartree (3 eV) larger. Breit interaction, QED and correlation are also left out, so the shift characterizes this model and is no estimate of a measured quantity.

## Values computed for the example and the checks

```
H2S: bond 1.34 angstrom, angle 92.0 deg, 3-21G
speed of light 137.035999 a.u.
quaternion dimension 34, occupied pairs 9
virtual pairs: positive 8, negative 17
stop when error norm < 1e-07 Eh; window 8
error norm (Eh): iteration, plain, full, ov, ov positive only
  1  1.296e-01  1.296e-01  1.296e-01  1.296e-01
  2  2.749e-02  2.749e-02  2.749e-02  2.749e-02
  3  7.245e-03  6.985e-03  6.985e-03  6.986e-03
  4  2.304e-03  1.468e-03  1.468e-03  1.468e-03
  5  6.905e-04  1.999e-04  1.998e-04  1.994e-04
  6  2.319e-04  3.690e-05  3.687e-05  3.671e-05
  7  7.807e-05  8.569e-06  8.564e-06  8.525e-06
  8  2.886e-05  2.264e-06  2.261e-06  2.211e-06
  9  1.146e-05  5.023e-07  5.012e-07  4.805e-07
 10  5.034e-06  5.414e-08  5.414e-08  5.405e-08
 11  2.427e-06  -  -  -
 12  1.256e-06  -  -  -
 13  6.809e-07  -  -  -
 14  3.786e-07  -  -  -
plain: 17 iterations, E -397.69399437 Eh, error 6.9e-08 Eh
full: 10 iterations, E -397.69399437 Eh, error 5.4e-08 Eh
ov: 10 iterations, E -397.69399437 Eh, error 5.4e-08 Eh
positive: 10 iterations, E -397.69399437 Eh, error 5.4e-08 Eh
nonrelativistic RHF energy -396.70404131 Eh
relativistic shift -0.989953 Eh = -26.9380 eV
first error, norms of 1,i,j,k parts (Eh): 1.296e-01 1.291e-03 1.391e-03 1.302e-03
largest J,K difference from direct build 1.8e-12 Eh
energy slope: numeric 0.2207957, formula 0.2207957 Eh/rad
B matrix of first three full errors (Eh^2):
   1.680306e-02   4.214580e-04   5.208150e-04
   4.214580e-04   7.556030e-04  -3.258783e-05
   5.208150e-04  -3.258783e-05   4.879420e-05
coefficients, full: -0.029750 0.092974 0.936776
coefficients, ov:   -0.029769 0.092974 0.936795
norm of mixed error 5.2140e-03 Eh
largest imaginary part, complex fit 5.3e-27
T violation of mixed F: real c 0.0e+00 Eh, complex c 6.666e-02 Eh
random T-symmetric: ov trace 25.883+8.7e-14i, half trace 25.883-5.046i
random general: full trace -9.816-3.6e-15i, ov trace -4.908+34.063i
error 1 in next frame: projector shift 8.202e-02, lost fraction 2.129e-02
error 5 in next frame: projector shift 1.649e-04, lost fraction 3.688e-05
cosine errors 1,2 own frames 0.0601, pairs turned 0.0087
cosine common frame 0.1183, pairs turned 0.1183
negative-energy rotation 1e-04 rad, gap 37557.564 Eh
energy change -7.511570e-04 Eh, formula -7.511513e-04 Eh
full error 5.3115 Eh, positive part 7.68e-08 Eh
```
